# Zero-coverage adsorption energies from two square supercells: elimination and residual error

## The question

A sodium atom on a copper surface gives up part of its electron charge to the metal and carries a large electric dipole. A periodic slab calculation of its adsorption energy repeats the atom in every surface cell, and the copies repel. The computed energy therefore belongs to an ordered layer at finite coverage, whereas a growth model needs the energy of one isolated adatom. The repulsion falls only as the inverse cube of distance, so enlarging the cell removes it slowly. Two affordable cells can be combined to cancel it. What error remains, and when is the combination harmful?

Let the cell be p(n×n) on a square surface of lattice constant \(a\), with side \(L=na\), one adatom and coverage \(1/n^2\). Define

\[
E(L)=E_{\rm slab+atom}(L)-E_{\rm slab}(L)-E_{\rm atom},
\]

which is negative for a bound atom. "Image repulsion" means repulsion between periodic copies; the electrostatic image charges inside the metal enter later, as its cause. Both cells have the same orientation, adsorption site, slab thickness and numerical settings. The slab dipole correction is applied, so that no artificial field crosses the vacuum.

## Energy per adatom

Assume that copies separated by \(R\) interact in pairs through

\[
V(R)=\frac{A}{R^3}+\frac{B}{R^5}.
\]

Each pair is shared by two adatoms, so each adatom receives half the sum over its neighbours. These lie at \(R=L\sqrt{i^2+j^2}\), with integers \(i,j\) not both zero. Taking the powers of \(L\) out of the sum gives

\[
E(L)=E_0+\frac{c_3}{L^3}+\frac{c_5}{L^5},\qquad
c_3=\frac{AS_3}{2},\quad c_5=\frac{BS_5}{2},
\]

\[
S_m=\sum_{(i,j)\ne(0,0)}(i^2+j^2)^{-m/2}.
\]

The sums have a closed form. By Jacobi's two-square theorem, the number of integer pairs with \(i^2+j^2=N\) is \(4\sum_{t|N}\chi(t)\), where \(\chi(t)\) is 1 for \(t=1,5,9,\dots\), −1 for \(t=3,7,11,\dots\) and 0 for even \(t\). Writing \(N=ts\) turns the sum over \(N\) and its divisors into two independent sums:

\[
S_m=4\sum_{t,s\ge1}\chi(t)(ts)^{-m/2}
=4\,\zeta(m/2)\,\beta(m/2),
\]

with \(\zeta\) the Riemann zeta function and \(\beta(z)=\sum_t\chi(t)t^{-z}\). This gives \(S_3=9.0336\) and \(S_5=5.0903\).

The inverse-cube coefficient may also depend on direction, as it can for elastic repulsion. For \(A(\theta)/R^3\), changing \(L\) stretches all distances and leaves all angles alone, so the sum is still proportional to \(L^{-3}\). This requires cells of one shape and orientation. The elastic inverse-cube law holds for a semi-infinite substrate; in a slab with fixed bottom layers the interaction falls faster at distances beyond the thickness of the relaxed layers, and an elastic part then does not scale as \(L^{-3}\).

## Elimination and what it leaves

Take \(L_1<L_2\), with energies \(E_1\) and \(E_2\). If the inverse-cube term were alone, then

\[
L_1^3E_1=L_1^3E_0+c_3,\qquad L_2^3E_2=L_2^3E_0+c_3 .
\]

Subtracting removes \(c_3\), and dividing by the factor of \(E_0\) gives the estimate

\[
E_{\rm ext}=\frac{L_2^3E_2-L_1^3E_1}{L_2^3-L_1^3}.
\]

Now let the energy also contain a term \(c_m/L^m\). The estimate is linear in the energies, so this term contributes

\[
\Delta_m=c_m\frac{L_2^{3-m}-L_1^{3-m}}{L_2^3-L_1^3}.
\]

For \(m=3\) this vanishes. For \(m=0\) it equals \(c_0\): an error common to both energies passes through unchanged. For \(m=5\), use

\[
L_2^{-2}-L_1^{-2}=-\frac{(L_2-L_1)(L_2+L_1)}{L_1^2L_2^2},
\]
\[
L_2^3-L_1^3=(L_2-L_1)(L_1^2+L_1L_2+L_2^2).
\]

The factor \(L_2-L_1\) cancels, leaving

\[
\boxed{E_{\rm ext}-E_0=-\frac{c_5(L_1+L_2)}{L_1^2L_2^2(L_1^2+L_1L_2+L_2^2)}}
\]

The error has the sign opposite to \(c_5\): multiplied by \(L^3\), the fifth-power term becomes \(c_5/L^2\), which is still larger in the smaller cell, and that cell is subtracted. At fixed \(r=L_2/L_1\) it falls as the fifth power of size. As \(r\to1\) it tends to \(-\tfrac23c_5/L^5\), which is finite; noise, treated below, is what forbids nearly equal cells.

## When extrapolation loses

The alternative is to accept \(E_2\). With \(x=c_3L_2^2/c_5\), its error is

\[
E_2-E_0=\frac{c_3}{L_2^3}+\frac{c_5}{L_2^5}=\frac{c_5}{L_2^5}(1+x).
\]

Multiplying the magnitude of the boxed error by \(L_2^5/|c_5|\) and setting \(L_2=rL_1\) gives

\[
G=\frac{r^3(1+r)}{1+r+r^2}.
\]

Within the two-power model, extrapolation is therefore worse when \(|1+x|<G\). For \(r=1.5\), \(G=1.776\), and the losing range is \(-2.776<x<0.776\). It contains the case \(c_3=0\), where there is nothing to remove, and the neighbourhood of \(x=-1\), where the two terms happen to cancel in \(E_2\).

Noise sets a second condition. If the two energies have independent errors of rms size \(s\), their variances add with squared weights:

\[
s_{\rm ext}=g\,s,\qquad
g=\frac{\sqrt{L_1^6+L_2^6}}{L_2^3-L_1^3}.
\]

For errors bounded by \(s\), the worst case adds the weights in magnitude, with factor \((L_1^3+L_2^3)/(L_2^3-L_1^3)\). For cells 4 and 6 the two factors are 1.48 and 1.84. As \(r\to1\), the denominator tends to \(3L^3(r-1)\), so \(g\simeq\sqrt2/[3(r-1)]\) diverges.

## A physical source of both powers

Represent the adatom by a charge \(q\) at height \(d\) above the metal's image plane. The metal's response to a neighbour at lateral distance \(R\) is an image charge \(-q\) at distance \(\sqrt{R^2+4d^2}\). The energy of charges above a grounded conductor is half of charge times potential, summed over the real charges. Each member of a pair contributes one half of the same cross term, so

\[
V=kq^2\left[\frac1R-\frac1{\sqrt{R^2+4d^2}}\right],
\qquad k=\frac{e^2}{4\pi\varepsilon_0}=1.440\ {\rm eV\,nm},
\]

with \(q\) in units of \(e\). Put \(y=4d^2/R^2\) and use \((1+y)^{-1/2}=1-\tfrac12y+\tfrac38y^2-\tfrac5{16}y^3+\dots\), valid for \(R>2d\):

\[
V=kq^2\left[\frac{2d^2}{R^3}-\frac{6d^4}{R^5}+\frac{20d^6}{R^7}-\dots\right].
\]

With the dipole \(p=qd\), this gives \(A=2kp^2\) and \(B=-3d^2A\). The fifth-power term weakens the repulsion, so \(c_5<0\), and the extrapolated energy lies above \(E_0\): the atom appears slightly too weakly bound.

In this model \(x=-S_3L_2^2/(3S_5d^2)\). For \(r=1.5\), the losing range would need \(L_2<2.17d\), whereas the expansion needs \(L_1>2d\), hence \(L_2>3d\). Truncated after two powers and free of noise, the model therefore favours extrapolation wherever its expansion holds at this ratio.

## Worked example

Take \(a=0.255\) nm, \(q=0.70\), \(d=0.15\) nm and \(E_0=-2.000\) eV. Then \(p=0.105\ e\,\)nm, or 5.04 D, and

\[
A=2(1.440)(0.105)^2=0.03175\ {\rm eV\,nm^3},
\]
\[
B=-3(0.15)^2(0.03175)=-0.002143\ {\rm eV\,nm^5}.
\]

Multiplying by half the lattice sums gives \(c_3=0.14341\) eV nm³ and \(c_5=-0.005455\) eV nm⁵.

The synthetic energies were obtained by summing the two-power pair energy \(A/R^3+B/R^5\) over a block of 801×801 cells. The inverse-cube tail outside the block was replaced by an integral. For a square of half-width \(M\) cells,

\[
\int\!\!\int r^{-3}\,r\,dr\,d\theta
=8\int_0^{\pi/4}\frac{\cos\theta}{M}\,d\theta=\frac{4\sqrt2}{M},
\]

with \(M=400.5\). The results are:

| n | L (nm) | E (eV) | E − E₀ (meV) |
|---|---|---|---|
| 3 | 0.765 | −1.70048 | 299.52 |
| 4 | 1.020 | −1.86980 | 130.20 |
| 5 | 1.275 | −1.93243 | 67.57 |
| 6 | 1.530 | −1.96061 | 39.39 |
| 8 | 2.040 | −1.98326 | 16.74 |

For cells 4 and 6 the weights are \(-64/152=-0.42105\) and \(216/152=1.42105\). They sum to one, so they can be applied directly to the errors:

\[
-0.42105(130.202)+1.42105(39.392)=1.16\ {\rm meV}.
\]

The boxed formula gives the same value independently of the summed energies:

\[
\frac{0.0054547\,(2.550)}{(1.0404)(2.3409)(4.9419)}
=0.001156\ {\rm eV}.
\]

The estimate is \(E_{\rm ext}=-1.9988\) eV. Its error is 34 times smaller than that of the larger cell alone. Other pairs show how the choice of cells matters:

| Pair | Residual (meV) | Noise factor g |
|---|---|---|
| 3, 4 | 6.65 | 1.88 |
| 4, 5 | 1.87 | 2.30 |
| 3, 6 | 2.23 | 1.15 |
| 4, 6 | 1.16 | 1.48 |
| 6, 8 | 0.21 | 1.88 |

Doubling both cells, from (3,4) to (6,8), reduces the residual by \(2^5=32\). With the larger cell held at 6, replacing 3 by 4 halves the residual but raises the noise factor.

## Errors outside the two-power model

**Higher powers.** Summing the unexpanded image-charge energy over the same block and extrapolating from cells 4 and 6 leaves 1.06 meV. The fifth power contributes 1.16 meV and the seventh −0.10 meV. The seventh-power term is positive in the energy and thus negative in the residual.

**Depolarization.** Each dipole sits in the field of its neighbours, which reduces it. Let \(u\) be the actual dipole, \(\alpha\) its polarizability and \(W=2kS_3/L^3\). Keeping only the inverse-cube interaction, the energy per adatom is

\[
U(u)=\frac{(u-p)^2}{2\alpha}+\frac{Wu^2}{2}.
\]

Setting \(dU/du=0\) gives \(u=p/(1+\alpha W)\), and hence \(u-p=-\alpha Wu\). Substitution yields

\[
U=\frac{Wu^2}{2}(1+\alpha W)=\frac{p^2W}{2(1+\alpha W)}
=\frac{p^2W}{2}-\frac{\alpha p^2W^2}{2}+\dots
\]

The first correction is \(c_6/L^6\) with \(c_6=-2\alpha k^2p^2S_3^2\). From \(\Delta_6\), it leaves \(-c_6/(L_1^3L_2^3)\), which is positive.

For a polarizability volume \(k\alpha=0.010\) nm³, \(\alpha W=0.170\) in cell 4, so the dipole there is 0.85 of its isolated value. The repulsions in cells 4 and 6 fall to 115.48 and 38.12 meV. Extrapolation leaves

\[
-0.42105(115.48)+1.42105(38.12)=5.5\ {\rm meV}.
\]

The leading \(c_6\) formula gives 6.8 meV; the difference comes from higher powers of \(\alpha W\). For these parameters depolarization, not the fifth power, controls the accuracy.

**Missing dipole correction.** Smear the adatom charge into a sheet at height \(d\) in a vacuum gap of width \(w\), between metal faces at equal potential. The field is \(F_1\) below the sheet and \(F_2\) above it, with

\[
F_1d+F_2(w-d)=0,\qquad F_2-F_1=J=\frac{4\pi kq}{L^2}.
\]

Thus \(F_1=-J(1-d/w)\) and \(F_2=Jd/w\). The field energy per cell is

\[
\frac{L^2}{8\pi k}\left[F_1^2d+F_2^2(w-d)\right]
=\frac{L^2J^2d}{8\pi k}\left(1-\frac dw\right).
\]

An isolated slab has \(F_2=0\) and energy \(L^2J^2d/(8\pi k)\). The artefact is the difference,

\[
-\frac{L^2J^2d^2}{8\pi kw}=-\frac{2\pi kp^2}{wL^2}.
\]

For \(w=1.5\) nm it is −63.9 meV in cell 4 and −28.4 meV in cell 6. Smearing the charge is accurate here because the cells are not much wider than the gap; in much wider cells the artefact tends to a constant. Since it varies as \(L^{-2}\) between cells 4 and 6, extrapolation does not remove it and leaves −13.5 meV. Added to the synthetic repulsion, it makes the raw error of cell 6 equal to \(39.4-28.4=11.0\) meV, and the extrapolated error \(1.2-13.5=-12.3\) meV. Here extrapolation is slightly worse: in cell 6 the repulsion and the artefact largely cancel, whereas extrapolation removes nearly all of the repulsion but only about half of the artefact.

## A third cell

The fifth power can be eliminated too. Three weights must satisfy

\[
\sum_iw_i=1,\qquad \sum_iw_iL_i^{-3}=0,\qquad \sum_iw_iL_i^{-5}=0.
\]

For cells 4, 5 and 6, solving this linear system gives 0.6008, −3.3337 and 3.7329. The root of the sum of their squares, the noise factor, is 5.04.

The full image-charge error falls from 1.06 to 0.03 meV. The depolarized error changes from 5.5 to −0.5 meV: the sixth power is not eliminated, but over this narrow range of sizes the three weights reduce its contribution from 6.8 to −1.3 meV. The ninth and twelfth powers from the expansion in \(\alpha W\) add about +1.0 and −0.3 meV, so the small total is partly a cancellation.

Whether this helps depends on the noise. Adding residual and noise in quadrature, three cells beat the pair (4,6) when

\[
s^2(5.04^2-1.48^2)<\Delta_{\rm two}^2-\Delta_{\rm three}^2 .
\]

The limit is \(s=0.22\) meV for the fixed-charge image model and 1.1 meV for the depolarized one. Above it, the third energy should stay out of the final estimate. It can still serve as a check for large errors, but the difference between the two-cell and three-cell estimates has noise \(4.18s\), so only a difference well above that value is meaningful.

## Implementation

```
input: integers n1 < n2; lattice constant a; energies E1, E2; rms noise s
require: same cell shape, site, slab and settings
require: slab dipole correction applied

D    = n2^3 - n1^3
w1   = -n1^3 / D
w2   =  n2^3 / D
Eext = w1*E1 + w2*E2
sext = s * sqrt(w1^2 + w2^2)
c3   = (E1 - E2) / ((n1*a)^-3 - (n2*a)^-3)

if a third energy E3 at n3 is available:
    solve the 3 x 3 system for weights v1, v2, v3
    Ethree = v1*E1 + v2*E2 + v3*E3
    report Eext - Ethree as a residual estimate
    report s * sqrt((w1-v1)^2 + (w2-v2)^2 + v3^2) as the noise of that difference
    report s * sqrt(v1^2 + v2^2 + v3^2) as the noise of Ethree
return Eext, sext, c3
```

The lattice constant cancels from the weights, so integers suffice for them; only \(c_3\) needs \(a\). The arithmetic cost is negligible beside the electronic-structure runs. If a run scales as the cube of the number of atoms, its cost grows as \(n^6\) at fixed slab thickness and a fixed number of k-points. Cell 4 then adds \((4/6)^6=9\%\) to the cost of cell 6. If the number of k-points falls as \(1/n^2\), the cost grows as \(n^4\) and the addition is 20%.

The fitted \(c_3\) is a useful diagnostic when electrostatic repulsion dominates, because it can be compared with \(kp^2S_3\) from an independently determined dipole of the isolated adatom. A dipole taken from a finite cell is already reduced by its neighbours and would distort the comparison. In the example that value is 0.1434 eV nm³. The two-cell fit returns 0.1369 for the synthetic energies and 0.1167 for the depolarized ones. A deficit of 19%, as in the second case, signals that terms beyond the inverse cube matter.

For a weakly polar adatom, extrapolation may cost more in noise than it gains. With a pure inverse-cube repulsion, it lowers the rms error when

\[
\frac{|c_3|}{L_2^3}>s\sqrt{g^2-1}.
\]

For cells 4 and 6 and \(s=1\) meV, the right side is 1.1 meV. The example's repulsion in cell 6 is 40 meV and scales as \(p^2\), so the break-even dipole is \(5.04\sqrt{1.1/40}\simeq0.8\) D at this lattice constant.

The scheme also fails if the adsorption site or the surface reconstruction changes between cells, because \(E_0\) is then not common. It fails if the interaction oscillates with distance or decays more slowly than the inverse cube. If such an effect shifts each energy by at most \(\delta\), the pair (4,6) shifts by at most \(1.84\delta\).

## Relation to sodium on copper

The parameters lie in the rough regime of sodium on Cu(001): a surface spacing near 0.26 nm, a dipole of several debye and binding of roughly 2 eV. The separate values of \(q\) and \(d\), and the polarizability, are effective model inputs. The synthetic energies treat the dipole as fixed, although a real adatom is polarizable. Relaxing this assumption in the model produces an error of 5.5 meV, against 1.2 meV from the fifth power. This figure follows the assumed polarizability volume: it is 1.3 meV for 0.002 nm³ and 9.2 meV for 0.020 nm³. Letting the adatom's charge relax at fixed height in the full image-charge interaction gives 6.2 meV for both effects together, slightly less than the sum of the two. All these figures concern cell size alone; errors of the density functional, slab thickness or k-point sampling that are common to both cells remain in \(E_{\rm ext}\) in full.
